# Why TPSS Is Not Free of One-Electron Self-Interaction

**Q:** I use TPSS for systems with a single electron because it is self-interaction free. Its correlation energy vanishes for one electron, and it gives the hydrogen atom the right exchange energy. What more could one ask?

**A:** Both facts are right, but together they don't give your conclusion. Let us fix what "self-interaction free" demands. Take one electron in a real orbital \(\phi\), with all the density \(n=\phi^2\) in one spin channel. In Hartree atomic units the Hartree energy is

\[
J[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

A single electron doesn't repel itself, so this energy must be removed completely. The exchange integral of one orbital has the same integrand with the opposite sign, so the exact functional has \(E_x=-J\) and \(E_c=0\). The error of an approximation is

\[
\Delta[n]=J[n]+E_x[n]+E_c[n].
\]

Freedom from self-interaction means \(\Delta=0\) for every one-electron density. You have quoted \(E_c=0\) for all of them, but \(E_x=-J\) for one.

**Q:** First convince me that the correlation part is general.

**A:** TPSS detects one-orbital regions by comparing the kinetic energy density \(\tau=\frac12|\nabla\phi|^2\) with \(\tau_W=|\nabla n|^2/(8n)\). Since \(\nabla n=2\phi\nabla\phi\),

\[
\tau_W=\frac{4\phi^2|\nabla\phi|^2}{8\phi^2}=\frac12|\nabla\phi|^2=\tau ,
\]

so \(z=\tau_W/\tau=1\) wherever \(\phi\) and \(\nabla\phi\) are nonzero. The points or surfaces where the ratio is undefined have no volume and don't affect the integrals. The correlation energy per electron is built from

\[
\epsilon=\epsilon^{\rm PBE}\,(1+Cz^2)-(1+C)\,z^2\sum_\sigma\frac{n_\sigma}{n}\tilde\epsilon_\sigma ,
\]

where \(C\) depends on the spin polarization and its gradient, and \(\tilde\epsilon_\sigma\) is the larger of two PBE energies per electron: that of spin density \(n_\sigma\) alone, and that of the full system. With one spin channel occupied, \(n_\uparrow=n\) and these two coincide, so \(\tilde\epsilon_\uparrow=\epsilon^{\rm PBE}\). Setting \(z=1\) gives

\[
\epsilon=(1+C)\,\epsilon^{\rm PBE}-(1+C)\,\epsilon^{\rm PBE}=0 .
\]

The final form, \(E_c=\int n\,\epsilon\,(1+d\,\epsilon z^3)\,d^3r\) with a constant \(d\), is then zero too.

Full polarization matters. Two electrons of opposite spin in one orbital also have \(z=1\), but their \(\tilde\epsilon_\sigma\) differs from \(\epsilon^{\rm PBE}\). For a doubly occupied hydrogen 1s orbital TPSS gives \(E_c=-0.0414\) hartree, as it should give something nonzero for two interacting electrons. A real orbital matters as well: a phase \(\theta(\mathbf r)\) adds \(\frac12 n|\nabla\theta|^2\) to \(\tau\), and then \(z<1\).

**Q:** If \(z=1\) identifies a one-electron density, can't exchange use the same signal to become \(-J\)?

**A:** The signal says that there is one orbital. It doesn't say how the charge is arranged elsewhere, and \(J\) depends on that. Let us see what exchange becomes.

Exact exchange acts between parallel spins only. A spin-paired density \(2n\), with \(n\) in each channel, therefore has twice the exchange energy of one channel, and TPSS obeys the same relation:

\[
E_x[n,0]=\tfrac12E_x[2n].
\]

The spin-paired functional multiplies the local exchange energy density by a factor \(F\):

\[
E_x[n,0]=\frac12\int A\,(2n)^{4/3}F\,d^3r,\qquad
A=-\frac34\left(\frac3\pi\right)^{1/3}.
\]

In general \(F\) depends on \(z\) and on the squared reduced gradient of the doubled density,

\[
p=\frac{|2\nabla n|^2}{4(3\pi^2)^{2/3}(2n)^{8/3}} .
\]

It also uses \(\alpha=(5p/3)(1/z-1)\), which is zero when \(z=1\), and

\[
q=\frac{9}{20}\,\frac{\alpha-1}{\sqrt{1+b\alpha(\alpha-1)}}+\frac{2p}{3}
\;\longrightarrow\; -\frac{9}{20}+\frac{2p}{3}.
\]

Here \(b\) is a constant that drops out. The factor becomes \(F_1(p)=1+\kappa-\kappa/(1+x/\kappa)\), with \(x=N/(1+\sqrt e\,p)^2\) and

\[
\begin{aligned}
N={}&\left(\frac{10}{81}+\frac c4\right)p+\frac{146}{2025}q^2
-\frac{73}{405}\,q\,S+\frac1\kappa\left(\frac{10}{81}\right)^2p^2\\
&+2\sqrt e\,\frac{10}{81}\,\frac{9}{25}+e\mu p^3,
\qquad S=\sqrt{\frac{9}{50}+\frac{p^2}{2}} .
\end{aligned}
\]

The parameters are \(\kappa=0.804\), \(\mu=0.21951\), \(c=1.59096\) and \(e=1.537\). Kinetic energy information has dropped out. On one-electron densities TPSS exchange is a gradient approximation: its integrand at a point knows the density and gradient there, while \(J\) couples each point to every other.

**Q:** Yet it gets hydrogen right.

**A:** Because it was made to. The hydrogen exchange energy is one of the conditions that fix \(c\) and \(e\). For \(n=e^{-2r}/\pi\), \(J=5/16=0.312500\) hartree, and TPSS gives \(E_x=-0.312500\) hartree. The remaining \(\Delta\) is about \(-8\times10^{-8}\) hartree, a size compatible with parameters quoted to a few digits.

"Hydrogen alone" would be slightly too narrow, though. Compress any density uniformly, \(n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)\). In \(J\), the substitution \(\mathbf u=\gamma\mathbf r\) leaves one factor \(\gamma\) from \(1/|\mathbf r-\mathbf r'|\). In \(p\), the numerator gains \((\gamma^4)^2\) and the denominator \((\gamma^3)^{8/3}\), both \(\gamma^8\), so \(p\) is unchanged at corresponding points. The integral of \(n^{4/3}\) gains \(\gamma^4\) from the integrand and \(\gamma^{-3}\) from the volume element. Thus

\[
J[n_\gamma]=\gamma J[n],\qquad E_x[n_\gamma]=\gamma E_x[n].
\]

The fit therefore covers the 1s density of every nuclear charge \(Z\). For \(Z=3\) the two energies are \(0.937500\) and \(-0.937500\) hartree. This doesn't exclude accidental zeros of \(\Delta\) for other shapes.

**Q:** Then try another shape. A Gaussian has no cusp and a different tail, so it should fail clearly.

**A:** Take \(n=(a/\pi)^{3/2}e^{-ar^2}\). For two independent points drawn from this density, the separation \(u\) has the distribution \((a/2\pi)^{3/2}e^{-au^2/2}\), because the variances add. Hence

\[
J=\frac12\,4\pi\left(\frac{a}{2\pi}\right)^{3/2}\int_0^\infty u\,e^{-au^2/2}\,du
=\frac{2\pi}{a}\left(\frac{a}{2\pi}\right)^{3/2}=\sqrt{\frac{a}{2\pi}},
\]

where the radial integral equals \(1/a\). For \(a=1\) bohr\(^{-2}\),

\[
\Delta=0.398942-0.399055\approx-1.1\times10^{-4}\ \text{hartree}.
\]

That is \(-0.028\,\%\) of \(J\), and by the scaling law this percentage is the same for every \(a\).

**Q:** That hardly damages my belief. It is practically zero.

**A:** It disproves exactness, since the error is far above the quadrature uncertainty, but it is a poor measure of the failure. To see why, divide \(J\) by the magnitude of the local spin-density (LSD) exchange energy, which is the same integral with \(F=1\). The ratio is the average enhancement that an exact answer requires:

\[
\text{hydrogen: }\frac{0.312500}{0.268037}=1.166,\qquad
\text{Gaussian: }\frac{0.398942}{0.340993}=1.170 .
\]

These two compact densities ask for the same enhancement factor to within about \(0.35\,\%\). That makes agreement at this level unsurprising, though it doesn't account for an error as small as \(0.028\,\%\): the orbitals \(1/\cosh r\) and \(re^{-r}\) ask for nearly the same factor and have errors of \(+0.3\,\%\) and \(-0.4\,\%\) of \(J\). Either way, agreement on the second says little about densities that ask for something else.

**Q:** Which densities do?

**A:** The clearest case, though not the only one, is a density spread over distant centres. Let \(n_1\) be a spherical one-electron density, and place half of it at each of two centres a large distance \(R\) apart. The orbital is still a single real one, \((\phi_A+\phi_B)/\sqrt2\) with negligible overlap, so everything above applies.

In \(J\), each half interacts with itself with weight \(\left(\frac12\right)^2\). The two cross terms, with the prefactor \(\frac12\), give the repulsion of two charges of one half:

\[
J=2\cdot\frac14J_1+\frac12\cdot2\cdot\frac{1}{2}\cdot\frac12\,\frac1R
=\frac{J_1}{2}+\frac1{4R}.
\]

TPSS exchange is a sum of separate contributions, \(E_x=2E_x[n_1/2]\). Each contains \((n_1/2)^{4/3}\), so the LSD energy of the pair is \(2\cdot2^{-4/3}=2^{-1/3}\) times that of \(n_1\). For hydrogen its magnitude is \(2^{-1/3}\times0.268037=0.2127\) hartree, whereas \(J_1/2=0.1563\) hartree. The required average enhancement at \(R\to\infty\) is

\[
\frac{0.1563}{0.2127}=0.73 .
\]

The functional would have to reduce LSD exchange, not enhance it.

**Q:** Perhaps \(F_1\) drops below one in the diluted density?

**A:** It cannot. \(F_1\ge1\) follows from \(x\ge0\), so we need \(N\ge0\). Complete the square in the two terms containing \(q\):

\[
\frac{146}{2025}q^2-\frac{73}{405}qS
=\frac{146}{2025}\left(q-\frac54S\right)^2-\frac{73}{648}S^2
\ge-\frac{73}{648}\left(\frac9{50}+\frac{p^2}{2}\right).
\]

The right side is \(-0.0203-0.0563p^2\). Adding the other terms of \(N\), with their coefficients rounded, gives

\[
N\ge0.090+0.521p-0.037p^2+0.337p^3 .
\]

For \(p\le1\), \(p^2\le p\), and the linear term outweighs the negative one; for \(p\ge1\), \(p^2\le p^3\), and the cubic term does. So \(N>0\) for all \(p\ge0\).

Consequently \(|E_x|\) is at least \(0.2127\) hartree for the two half-atoms, and \(\Delta\) must lie below \(0.1563-0.2127=-0.056\) hartree as \(R\to\infty\). That is a bound. The actual TPSS exchange energy is \(-0.253425\) hartree, so

\[
\Delta_\infty=0.156250-0.253425=-0.0972\ \text{hartree}=-2.64\ \text{eV}.
\]

The Gaussian loses its near-agreement in the same way: two remote half-Gaussians with \(a=1\) bohr\(^{-2}\) have \(\Delta=-0.1230\) hartree.

**Q:** Half an electron on each of two protons is stretched H\(_2^+\). What happens along the real curve?

**A:** With fixed nuclei, the one-electron problem can be solved numerically and TPSS evaluated on the resulting ground-state density. The TPSS total energy on that density is the reference energy plus \(\Delta\), because the kinetic energy, the nuclear attraction and the nuclear repulsion are the same in both. In hartree, with \(R\) in bohr:

| \(R\) | \(J\) | \(E_x\) | \(\Delta\) | \(E_{\rm ref}\) | \(E_{\rm TPSS}\) |
|---:|---:|---:|---:|---:|---:|
| 2 | 0.3308 | −0.3378 | −0.0070 | −0.6026 | −0.6097 |
| 4 | 0.2286 | −0.2550 | −0.0264 | −0.5461 | −0.5725 |
| 8 | 0.1859 | −0.2496 | −0.0637 | −0.5026 | −0.5663 |
| 20 | 0.1688 | −0.2534 | −0.0847 | −0.5000 | −0.5847 |

The last digit of \(J\), \(E_x\), \(\Delta\) and \(E_{\rm TPSS}\) is uncertain by one unit: a more complete description of the orbital moves them by up to \(4\times10^{-5}\) hartree, and \(E_{\rm TPSS}\) at \(R=8\) bohr becomes \(-0.5662\). Correlation is zero to numerical precision in every row, so all of \(\Delta\) comes from exchange. At \(R=20\) bohr the separated-fragment formula gives

\[
\Delta\simeq\Delta_\infty+\frac1{4R}=-0.0972+0.0125=-0.0847\ \text{hartree},
\]

in agreement with the table. At \(R=8\) bohr it gives \(-0.0659\) instead of \(-0.0637\) hartree; the formula neglects the overlap and distortion of the two half-atoms.

**Q:** Why does the TPSS energy fall between 8 and 20 bohr? A bond being pulled apart shouldn't do that.

**A:** The \(1/(4R)\) in \(J\) is the repulsion between the electron's two halves. Exact exchange contains \(-1/(4R)\) and cancels it. TPSS exchange has no term linking the distant centres, so the repulsion survives. The true system at large \(R\) is a neutral atom and a proton, with no \(1/R\) interaction. The TPSS curve therefore approaches its limit from above, and here it drops by about \(0.018\) hartree between these two distances.

The limit itself is \(-0.5000-0.0972=-0.5972\) hartree. Measured from there, the TPSS energy at \(R=2\) bohr lies only \(0.0125\) hartree lower, whereas the reference energy at \(R=2\) bohr lies \(0.1026\) hartree below its own limit of \(-0.5\) hartree.

**Q:** Would a self-consistent TPSS calculation repair this?

**A:** Not the limit. Self-consistency minimizes the TPSS energy, and the density used here is one of the allowed trial densities. The minimum can only be equal or lower, so the dissociation limit stays at least \(0.0972\) hartree too low.

Compare this with the whole electron on one proton and the other proton far away. TPSS then gives \(-0.5000\) hartree on the hydrogen density. In the exact theory the localized and shared states are degenerate as \(R\to\infty\); evaluated on these unrelaxed densities, TPSS favours the shared one by \(0.0972\) hartree. This is a delocalization error, and the correct hydrogen energy gives no warning of it.

**Q:** So what may I say about TPSS?

**A:** That its correlation is free of one-electron self-interaction for real orbitals, and that its exchange energy is fitted to hydrogenic 1s densities. For a compact, nodeless, nearly spherical orbital the remaining error may be small, as the Gaussian shows, but that has to be checked for each shape: the spherical hydrogen 2s density, which has a node, gives \(\Delta\) of about \(-10\,\%\) of \(J\). When one electron is shared between distant centres, expect an energy that is too low. The figures quoted here can be followed in the numerical check.

## Computed results

```
F1 at p=0: 1.1329; min F1: 1.1329; upper bound: 1.804
One-electron model densities (energies in hartree)
H 1s: J = 0.312500, Ex(LSD) = -0.268037, Ex(TPSS) = -0.312500
  J+Ex = -7.924e-08, relative to J = -0.0000 %
  quadrature change = 5.6e-15
  Ec(TPSS) = -4.0e-16, Ec(PBE) = -0.005976
  Ec(TPSS), spin-paired two-electron density = -0.041427
  remote halves: J/2 = 0.156250, Ex(TPSS) = -0.253425
    lower bound on |Ex| = 0.212742, error = -0.097175
Gaussian a=1: J = 0.398942, Ex(LSD) = -0.340993, Ex(TPSS) = -0.399055
  J+Ex = -1.126e-04, relative to J = -0.0282 %
  quadrature change = 2.8e-15
  Ec(TPSS) = -2.5e-16, Ec(PBE) = -0.010007
  Ec(TPSS), spin-paired two-electron density = -0.050183
  remote halves: J/2 = 0.199471, Ex(TPSS) = -0.322489
    lower bound on |Ex| = 0.270646, error = -0.123017
Z=3 1s: J = 0.937500, Ex(TPSS) = -0.937500 hartree
H2+ (R in bohr, energies in hartree)
R =  2.0: J = 0.33076, Ex = -0.33780, Ec = -3.1e-16, error = -0.00704
  E reference = -0.60263, E TPSS = -0.60968, basis error = 5.5e-06
R =  4.0: J = 0.22860, Ex = -0.25498, Ec = -6.6e-16, error = -0.02638
  E reference = -0.54608, E TPSS = -0.57246, basis error = 1.9e-05
R =  8.0: J = 0.18590, Ex = -0.24958, Ec = -5.1e-16, error = -0.06368
  E reference = -0.50257, E TPSS = -0.56625, basis error = 1.5e-05
R = 20.0: J = 0.16875, Ex = -0.25341, Ec = -4.4e-16, error = -0.08466
  E reference = -0.50001, E TPSS = -0.58467, basis error = 4.2e-07
Large-R law at R = 20: error = -0.08468 hartree
Error for R to infinity = -0.09718 hartree = -2.644 eV
TPSS fall from R = 8 to 20: 0.01842 hartree
```
